# The lattice-vector gradient of energy and enthalpy in variable-cell relaxation: a program that tests the result

```python
"""Cell gradient of the energy and enthalpy of a periodic crystal.

Result under test (lattice vectors are the COLUMNS of h, r = h s):
    dE/dh at fixed s       = V sigma h^(-T)
    d(E + P V)/dh at fixed s = V (sigma + P 1) h^(-T)
h: cell matrix, s: fractional coordinates, V = |det h|, P: pressure,
sigma: stress, positive in tension, (1/V) dE/d(strain) at fixed s.

Model: atoms A and B, one orbital each, two electrons per cell,
hopping t(r) between unlike atoms, Morse energy phi(r) for all pairs.
Units: eV and angstrom; pressures are also given in GPa.
"""
from itertools import product
import numpy as np
from scipy.constants import e, angstrom, giga
from scipy.optimize import minimize

GPA = e / angstrom**3 / giga          # GPa per eV/angstrom^3
DEPTH, ALPHA, R0 = 0.3, 2.0, 3.0      # Morse parameters
HOP, DECAY, SPLIT = 0.3, 1.0, 3.0     # hopping, its range, level splitting
P_GPA = 5.0
PRESSURE = P_GPA / GPA

images = np.array(list(product(range(-4, 5), repeat=3)), dtype=float)
nonzero = images[np.any(images != 0, axis=1)]
kpoints = np.array(list(product(np.arange(4) / 4, repeat=3)))
phases = np.exp(2j * np.pi * kpoints @ images.T)


def volume(h):
    return abs(np.linalg.det(h))


def morse(r):
    x = np.exp(-ALPHA * (r - R0))
    return DEPTH * (x * x - 2 * x), 2 * DEPTH * ALPHA * (x - x * x)


def hopping(r):
    t = -HOP * np.exp(-(r - R0) / DECAY)
    return t, -t / DECAY


def bond_vectors(h, s):
    return (images + s[1] - s[0]) @ h.T, nonzero @ h.T


def bands(h, s):
    unlike, _ = bond_vectors(h, s)
    f = phases @ hopping(np.linalg.norm(unlike, axis=1))[0]
    ham = np.zeros((len(kpoints), 2, 2), dtype=complex)
    ham[:, 0, 0], ham[:, 1, 1] = -SPLIT / 2, SPLIT / 2
    ham[:, 0, 1], ham[:, 1, 0] = f, f.conj()
    return np.linalg.eigh(ham)


def energy(h, s):
    unlike, like = bond_vectors(h, s)
    levels, _ = bands(h, s)
    pair = sum(morse(np.linalg.norm(d, axis=1))[0].sum()
               for d in (unlike, like))
    return 2 * levels[:, 0].mean() + pair


def stress_and_forces(h, s):
    """Hellmann-Feynman bond sums; no energy differences are used."""
    unlike, like = bond_vectors(h, s)
    r_u = np.linalg.norm(unlike, axis=1)
    r_l = np.linalg.norm(like, axis=1)
    c = bands(h, s)[1][:, :, 0]
    density = c[:, 0].conj() * c[:, 1]
    bond_order = 4 * (density @ phases).real / len(kpoints)
    pull_u = (bond_order * hopping(r_u)[1] + morse(r_u)[1]) / r_u
    pull_l = morse(r_l)[1] / r_l
    virial = (unlike.T * pull_u) @ unlike + (like.T * pull_l) @ like
    force_b = -pull_u @ unlike
    return virial / volume(h), np.array([-force_b, force_b])


def numerical_gradient(func, x, step=3e-4):
    """Five-point central differences for every element of x."""
    grad = np.zeros_like(x)
    for index in np.ndindex(x.shape):
        d = np.zeros_like(x)
        d[index] = step
        grad[index] = (8 * (func(x + d) - func(x - d))
                       - func(x + 2 * d) + func(x - 2 * d)) / (12 * step)
    return grad


def largest(x):
    return np.max(np.abs(x))


def text(values, digits):
    return " ".join(f"{v:.{digits}f}"
                    for v in np.round(np.ravel(values), digits) + 0.0)


def show(label, matrix, digits=5):
    print(label)
    for row in matrix:
        print("  ", text(row, digits))


# ---- gradients in a generic triclinic cell with nonzero forces ----
cell = np.array([[3.0, 0.3, 0.1], [0.0, 3.1, -0.2], [0.2, 0.0, 4.2]])
frac = np.array([[0.0, 0.0, 0.0], [0.47, 0.52, 0.55]])
vol = volume(cell)
inv_t = np.linalg.inv(cell).T
sigma, forces = stress_and_forces(cell, frac)
levels = bands(cell, frac)[0]
gap = levels[:, 1].min() - levels[:, 0].max()
assert gap > 0
TOL = 1e-7    # truncation and rounding of the five-point differences

strain_derivative = numerical_gradient(
    lambda eps: energy((np.eye(3) + eps) @ cell, frac), np.zeros((3, 3)))
assert largest(strain_derivative - vol * sigma) < TOL * 10
assert largest(strain_derivative - strain_derivative.T) < TOL * 10

grad_formula = vol * sigma @ inv_t
grad_numeric = numerical_gradient(lambda h: energy(h, frac), cell)
grad_error = largest(grad_formula - grad_numeric)
assert grad_error < TOL
no_transpose = largest(vol * sigma @ np.linalg.inv(cell) - grad_numeric)
assert no_transpose > 100 * TOL

rows = cell.T.copy()
grad_rows = numerical_gradient(lambda a: energy(a.T, frac), rows)
assert largest(grad_rows - vol * np.linalg.inv(rows).T @ sigma) < TOL

assert largest(numerical_gradient(volume, cell) - vol * inv_t) < TOL
enthalpy_formula = vol * (sigma + PRESSURE * np.eye(3)) @ inv_t
enthalpy_numeric = numerical_gradient(
    lambda h: energy(h, frac) + PRESSURE * volume(h), cell)
enthalpy_error = largest(enthalpy_formula - enthalpy_numeric)
assert enthalpy_error < TOL

grad_frac = numerical_gradient(lambda s: energy(cell, s), frac)
assert largest(grad_frac + forces @ cell) < TOL * 10

cartesian = frac @ cell.T
grad_cart = numerical_gradient(
    lambda h: energy(h, cartesian @ np.linalg.inv(h).T), cell)
assert largest(grad_cart - grad_formula - forces.T @ frac) < TOL
cart_difference = largest(grad_cart - grad_numeric)
assert cart_difference > 100 * TOL


# ---- relaxation of all cell and atomic variables ----
def relax(pressure):
    start = np.concatenate([cell.ravel(), frac[1]])
    scale = 0.02                      # keeps the first trial step short

    def unpack(u):
        x = start + scale * u
        return x[:9].reshape(3, 3), np.array([np.zeros(3), x[9:]])

    def enthalpy_and_gradient(u):
        h, s = unpack(u)
        sig, force = stress_and_forces(h, s)
        v = volume(h)
        g_cell = v * (sig + pressure * np.eye(3)) @ np.linalg.inv(h).T
        g_atom = -force[1] @ h
        gradient = scale * np.concatenate([g_cell.ravel(), g_atom])
        return energy(h, s) + pressure * v, gradient

    result = minimize(enthalpy_and_gradient, np.zeros(12), jac=True,
                      method="BFGS", options={"gtol": 1e-7, "maxiter": 500})
    return (*unpack(result.x), result.fun)


def lengths_angles(h):
    length = np.linalg.norm(h, axis=0)
    cosines = (h.T @ h) / np.outer(length, length)
    return length, np.degrees(np.arccos(
        [cosines[1, 2], cosines[0, 2], cosines[0, 1]]))


relaxed = {}
for p_gpa in (0.0, P_GPA):
    h, s, enthalpy = relax(p_gpa / GPA)
    sig, force = stress_and_forces(h, s)
    assert largest(sig * GPA + p_gpa * np.eye(3)) < 1e-3
    assert largest(force) < 1e-4
    relaxed[p_gpa] = (h, s, enthalpy, sig)

# Search with enthalpy values only, in tetragonal cells with B at the centre.
centre = np.array([[0.0, 0.0, 0.0], [0.5, 0.5, 0.5]])


def tetragonal_enthalpy(x):
    h = np.diag([x[0], x[0], x[1]])
    return energy(h, centre) + PRESSURE * volume(h)


search = minimize(tetragonal_enthalpy, [3.0, 4.2], method="Nelder-Mead",
                  options={"xatol": 1e-7, "fatol": 1e-12, "maxiter": 1000})
h_p, s_p, enthalpy_p, _ = relaxed[P_GPA]
length_p, angle_p = lengths_angles(h_p)
assert largest(length_p - search.x[[0, 0, 1]]) < 1e-3
assert largest(angle_p - 90) < 0.02
assert abs(enthalpy_p - search.fun) < 1e-6
slope = numerical_gradient(
    lambda q: energy(np.cbrt(q[0]) * h_p, s_p), np.array([1.0]))[0]
pressure_from_energy = -slope / volume(h_p) * GPA
assert abs(pressure_from_energy - P_GPA) < 1e-3
assert volume(h_p) < volume(relaxed[0.0][0])

# ---- numbers for the text ----
print(f"Morse depth {DEPTH} eV, alpha {ALPHA} 1/A, r0 {R0} A")
print(f"hopping {HOP} eV at r0, decay {DECAY} A, splitting {SPLIT} eV")
print(f"k-points {len(kpoints)}, lattice images {len(images)}")
print(f"1 eV/A^3 = {GPA:.4f} GPa")
print(f"P = {P_GPA:.1f} GPa = {PRESSURE:.6f} eV/A^3")
show("h, lattice vectors as columns (A):", cell, 1)
print("fractional coordinates of B:", text(frac[1], 2))
print(f"V = {vol:.5f} A^3, E = {energy(cell, frac):.5f} eV")
print(f"band gap on the k-mesh = {gap:.3f} eV")
print("force on B (eV/A):", text(forces[1], 5))
show("h^(-T) (1/A):", inv_t, 6)
show("sigma (eV/A^3):", sigma, 6)
show("V sigma h^(-T) (eV/A):", grad_formula)
show("dE/dh from energy differences (eV/A):", grad_numeric)
show("P V h^(-T) (eV/A):", PRESSURE * vol * inv_t)
show("V (sigma + P) h^(-T) (eV/A):", enthalpy_formula)
print(f"largest error, energy gradient: {grad_error:.1e} eV/A")
print(f"largest error, enthalpy gradient: {enthalpy_error:.1e} eV/A")
print(f"largest error without transpose: {no_transpose:.5f} eV/A")
print(f"fixed r minus fixed s, largest: {cart_difference:.5f} eV/A")
for p_gpa, (h, s, enthalpy, sig) in relaxed.items():
    length, angle = lengths_angles(h)
    print(f"relaxed at {p_gpa:.1f} GPa: lengths (A)", text(length, 4))
    print("   angles (deg)", text(angle, 2), " s_B", text(s[1], 3))
    print(f"   V = {volume(h):.4f} A^3, E+PV = {enthalpy:.5f} eV")
    print("   diagonal stress (GPa)", text(np.diag(sig) * GPA, 3))
print("value-only search at P: a, c (A)", text(search.x, 4))
print(f"-dE/dV at the relaxed cell = {pressure_from_energy:.3f} GPa")
print("verified")
```

It prints:

```
Morse depth 0.3 eV, alpha 2.0 1/A, r0 3.0 A
hopping 0.3 eV at r0, decay 1.0 A, splitting 3.0 eV
k-points 64, lattice images 729
1 eV/A^3 = 160.2177 GPa
P = 5.0 GPa = 0.031208 eV/A^3
h, lattice vectors as columns (A):
   3.0 0.3 0.1
   0.0 3.1 -0.2
   0.2 0.0 4.2
fractional coordinates of B: 0.47 0.52 0.55
V = 38.98600 A^3, E = -6.83731 eV
band gap on the k-mesh = 3.001 eV
force on B (eV/A): 1.72527 -1.59664 -3.08660
h^(-T) (1/A):
   0.333966 -0.001026 -0.015903
   -0.032319 0.322680 0.001539
   -0.009491 0.015390 0.238547
sigma (eV/A^3):
   0.009865 0.055401 0.090038
   0.055401 0.021124 -0.085556
   0.090038 -0.085556 -0.022077
V sigma h^(-T) (eV/A):
   0.02532 0.75057 0.83456
   0.72636 0.21219 -0.82875
   1.28826 -1.09314 -0.26627
dE/dh from energy differences (eV/A):
   0.02532 0.75057 0.83456
   0.72636 0.21219 -0.82875
   1.28826 -1.09314 -0.26627
P V h^(-T) (eV/A):
   0.40632 -0.00125 -0.01935
   -0.03932 0.39259 0.00187
   -0.01155 0.01872 0.29023
V (sigma + P) h^(-T) (eV/A):
   0.43164 0.74932 0.81521
   0.68704 0.60478 -0.82688
   1.27671 -1.07442 0.02396
largest error, energy gradient: 3.6e-12 eV/A
largest error, enthalpy gradient: 4.3e-12 eV/A
largest error without transpose: 0.09886 eV/A
fixed r minus fixed s, largest: 1.69763 eV/A
relaxed at 0.0 GPa: lengths (A) 2.9553 2.9553 4.0622
   angles (deg) 90.00 90.00 90.00  s_B 0.500 0.500 0.500
   V = 35.4775 A^3, E+PV = -7.57245 eV
   diagonal stress (GPa) 0.000 0.000 0.000
relaxed at 5.0 GPa: lengths (A) 2.9256 2.9256 4.0285
   angles (deg) 90.00 90.00 90.00  s_B 0.500 0.500 0.500
   V = 34.4798 A^3, E+PV = -6.48142 eV
   diagonal stress (GPa) -5.000 -5.000 -5.000
value-only search at P: a, c (A) 2.9256 4.0285
-dE/dV at the relaxed cell = 5.000 GPa
verified
```
